# Gamma-only energy error in tight-binding graphene supercells: test program

```python
# Result under test: for half-filled nearest-neighbour graphene, the Gamma-only
# band energy per primitive cell of an L x L supercell obeys
#   E_L - E_inf = t*(C/L^3 + D/L^4) + O(L^-5),
#   C = 3S/(2 pi), D = 0                         if 3 divides L,
#   C = -(1 - 1/sqrt 3)/2 * 3S/(2 pi), D nonzero  otherwise,
# with D of opposite sign for L = 1 and L = 2 (mod 3).
# t: hopping; a: lattice constant (a = 1 in lattice sums);
# S: sum of 1/|R|^3 over nonzero triangular-lattice vectors R = n a1 + m a2,
# a1 = (1, 0), a2 = (1/2, sqrt3/2); K = (4 pi/3, 0): Dirac point;
# f = 1 + exp(i k.a1) + exp(i k.a2); band energies are -t|f| and +t|f|.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipe, zeta


def f_modulus(L):
    phase = np.exp(2j * np.pi * np.arange(L) / L)
    return np.abs(1 + phase[:, None] + phase[None, :])


def grid_energy(L):
    """Band energy per primitive cell in units of t, two spins."""
    return -2 * f_modulus(L).mean()


def supercell_hamiltonian(L):
    """Real-space periodic supercell, hopping -1."""
    H = np.zeros((2 * L * L, 2 * L * L))
    for n in range(L):
        for m in range(L):
            A = 2 * (n * L + m)
            for dn, dm in ((0, 0), (1, 0), (0, 1)):
                B = 2 * (((n - dn) % L) * L + (m - dm) % L) + 1
                H[A, B] -= 1
                H[B, A] -= 1
    return H


# Folding: real-space diagonalization against the k grid
for L in (2, 4, 5, 6, 9):
    levels = np.linalg.eigvalsh(supercell_hamiltonian(L))
    assert abs(2 * levels[:L * L].sum() / L**2 - grid_energy(L)) < 1e-11


# Infinite sheet: one angle by elliptic integral, the other by quadrature
def inner_mean(alpha):
    u = 2 * np.cos(alpha / 2)
    return 2 / np.pi * (1 + u) * ellipe(min(1.0, 4 * u / (1 + u)**2))


split = 2 * np.pi / 3
mean_f = sum(quad(inner_mean, lo, hi, epsabs=1e-14, epsrel=1e-13, limit=200)[0]
             for lo, hi in ((0, split), (split, np.pi))) / np.pi
E_inf = -2 * mean_f

# Lattice sums within a circle; the tail of S is replaced by an integral
radius = 800
span = np.arange(-950, 951)
n, m = np.meshgrid(span, span, indexing="ij")
r2 = n * n + n * m + m * m
keep = (r2 > 0) & (r2 <= radius**2)
n, m, r = n[keep], m[keep], np.sqrt(r2[keep])
KR = 2 * np.pi * ((2 * n + m) % 3) / 3
cos_theta = (n + m / 2) / r
cos3 = 4 * cos_theta**3 - 3 * cos_theta
S = (r**-3).sum() + 2 * np.pi / (np.sqrt(3) / 2 * radius)
S_phase = (np.cos(KR) / r**3).sum()
T_phase = (np.sin(KR) * cos3 / r**4).sum()
S_zeta = 6 * zeta(1.5) * 3**-1.5 * (zeta(1.5, 1 / 3) - zeta(1.5, 2 / 3))
assert abs(S - S_zeta) < 1e-5
ratio = -(1 - 1 / np.sqrt(3)) / 2
assert abs(S_phase / S - ratio) < 1e-5

C_div = 3 * S / (2 * np.pi)
C_non = ratio * C_div
D_one = 15 * np.sqrt(3) / (8 * np.pi) * T_phase


def predicted(L):
    if L % 3 == 0:
        return C_div / L**3
    return C_non / L**3 + (D_one if L % 3 == 1 else -D_one) / L**4


def error(L):
    return grid_energy(L) - E_inf


# Fourier coefficients of |f| against their long-distance form
F = np.fft.ifft2(f_modulus(1200)).real
worst_F = 0.0
for p, q in ((39, 0), (40, 0), (41, 0), (25, 20)):
    R = np.sqrt(p * p + p * q + q * q)
    arg = 2 * np.pi * (2 * p + q) / 3
    c = (p + q / 2) / R
    form = (-3 / (4 * np.pi) * np.cos(arg) / R**3
            - 15 * np.sqrt(3) / (16 * np.pi) * np.sin(arg)
            * (4 * c**3 - 3 * c) / R**4)
    worst_F = max(worst_F, abs(F[p, q] / form - 1))
assert worst_F < 0.02

# The remainder after the derived terms must fall as L^-5 in every class
orders = []
for small, large in ((99, 198), (100, 199), (101, 200)):
    rest = [error(L) - predicted(L) for L in (small, large)]
    orders.append(np.log(abs(rest[0] / rest[1])) / np.log(large / small))
    assert abs(orders[-1] - 5) < 0.3
for L in (600, 601, 602):
    assert abs(error(L) / predicted(L) - 1) < 1e-3

# Worked example: rough typical graphene parameters
t, a = 2.7, 0.246                      # eV, nm
print(f"hopping t = {t} eV, lattice constant a = {a} nm")
print(f"mean |f| = {mean_f:.8f}, E_inf = {E_inf:.8f} t")
print(f"E_inf = {t * E_inf:.5f} eV per primitive cell")
print(f"lattice sum S = {S:.5f}")
print(f"amplitude ratio (not divisible / divisible) = {ratio:.5f}")
print(f"C, L divisible by 3: {C_div:.5f}; otherwise: {C_non:.5f}")
print(f"D, L=1 mod 3: {D_one:.5f}; L=2 mod 3: {-D_one:.5f}")
print(f"largest relative misfit of F(R), R near 40 a: {worst_F:.5f}")
print("remainder orders, L mod 3 = 0,1,2: "
      + ", ".join(f"{x:.3f}" for x in orders))
print("L, width nm, error meV/cell, derived meV/cell, L^3 error/t")
for L in (4, 5, 6, 7, 8, 9, 12, 13, 14, 30, 31, 32, 99, 100, 101,
          600, 601, 602):
    e = error(L)
    print(f"{L:4d} {L * a:8.3f} {1e3 * t * e:12.6f} "
          f"{1e3 * t * predicted(L):12.6f} {L**3 * e:10.5f}")
for L in (12, 13, 14):
    print(f"gap at L={L}: {2 * t * f_modulus(L).min():.4f} eV; "
          f"whole-supercell error {1e3 * t * L**2 * error(L):.2f} meV")

# Neglected second-neighbour hopping: fill the lowest half of all levels
t2 = 0.1                               # eV
shift = 0.0
for L in (12, 13, 14):
    g = f_modulus(L).ravel()
    second = -t2 * (g**2 - 3)
    bands = np.sort(np.concatenate((-t * g + second, t * g + second)))
    shift = max(shift, abs(2 * bands[:L * L].sum() / L**2 - t * grid_energy(L)))
assert shift < 1e-11
print(f"second-neighbour hopping {t2} eV: energy change below 1e-11 eV")

# Neglected orbital overlap: leading amplitude from two cell sizes
overlap = 0.1
pair = []
for L in (150, 300):
    g = f_modulus(L)
    pair.append(-2 * (g / (1 + overlap * g)).mean())
C_overlap = (pair[0] - pair[1]) * 150**3 / (1 - 1 / 8)
assert abs(C_overlap / C_div - 1) < 1e-3
print(f"C (L divisible by 3) with overlap {overlap}: {C_overlap:.5f}")

# Neglected temperature: grand potential at the Dirac-point chemical potential
temperature = 300.0                    # K
kT = const.k * temperature / const.e   # eV
hbar_v = np.sqrt(3) / 2 * t * a        # eV nm
thermal_length = hbar_v / (np.pi * kT)


def grand_potential(L):
    x = t * f_modulus(L) / kT
    return -2 * kT * (x + 2 * np.log1p(np.exp(-x))).mean()


omega_inf = grand_potential(1200)
print(f"kT at {temperature:.0f} K = {1e3 * kT:.3f} meV; hbar v = {hbar_v:.4f} eV nm")
print(f"thermal length = {thermal_length:.3f} nm = {thermal_length / a:.2f} a")
damping = {}
for L in (12, 30, 240):
    damping[L] = (grand_potential(L) - omega_inf) / (t * error(L))
    print(f"error at 300 K / error at 0 K, L={L}: {damping[L]:.4f}")
assert damping[12] > damping[30] > 0.5 and abs(damping[240]) < 0.05

# Neglected Coulomb interaction: dimensionless strength in vacuum
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
print(f"Coulomb coupling e^2/(4 pi eps0 hbar v) = {coulomb / hbar_v:.3f}")
print("all tests passed")
```

Running it gives:

```
hopping t = 2.7 eV, lattice constant a = 0.246 nm
mean |f| = 1.57459724, E_inf = -3.14919448 t
E_inf = -8.50283 eV per primitive cell
lattice sum S = 11.03418
amplitude ratio (not divisible / divisible) = -0.21132
C, L divisible by 3: 5.26843; otherwise: -1.11335
D, L=1 mod 3: -5.13060; L=2 mod 3: 5.13060
largest relative misfit of F(R), R near 40 a: 0.00340
remainder orders, L mod 3 = 0,1,2: 4.998, 5.035, 4.960
L, width nm, error meV/cell, derived meV/cell, L^3 error/t
   4    0.984   -75.212572  -101.081313   -1.78282
   5    1.230    -0.763631    -1.884158   -0.03535
   6    1.476    62.803176    65.855385    5.02425
   7    1.722   -12.875015   -14.533509   -1.63560
   8    1.968    -2.253451    -2.489194   -0.42732
   9    2.214    19.036166    19.512707    5.13976
  12    2.952     8.110371     8.231923    5.19064
  13    3.198    -1.781725    -1.853270   -1.44980
  14    3.444    -0.711522    -0.734902   -0.72312
  30    7.380     0.525479     0.526843    5.25479
  31    7.626    -0.115072    -0.115904   -1.26967
  32    7.872    -0.078016    -0.078526   -0.94682
  99   24.354     0.014657     0.014660    5.26716
 100   24.600    -0.003142    -0.003145   -1.16385
 101   24.846    -0.002783    -0.002785   -1.06184
 600  147.600     0.000066     0.000066    5.26840
 601  147.846    -0.000014    -0.000014   -1.12187
 602  148.092    -0.000014    -0.000014   -1.10481
gap at L=12: 0.0000 eV; whole-supercell error 1167.89 meV
gap at L=13: 1.5703 eV; whole-supercell error -301.11 meV
gap at L=14: 1.3337 eV; whole-supercell error -139.46 meV
second-neighbour hopping 0.1 eV: energy change below 1e-11 eV
C (L divisible by 3) with overlap 0.1: 5.26780
kT at 300 K = 25.852 meV; hbar v = 0.5752 eV nm
thermal length = 7.082 nm = 28.79 a
error at 300 K / error at 0 K, L=12: 0.8776
error at 300 K / error at 0 K, L=30: 0.7029
error at 300 K / error at 0 K, L=240: 0.0052
Coulomb coupling e^2/(4 pi eps0 hbar v) = 2.503
all tests passed
```
